# Hole piezoresistance from strained bands and a strained collision operator

At fixed hole density, the linear change of the conductivity of a strained cubic semiconductor can be found without solving the Boltzmann equation again under strain: the unstrained solution and the first-order changes of the bands and collision rates suffice. On a shell of energy \(E\), let \(N_a\) be the weight of state \(a\) (band and direction), \(v_i\) its velocity, \(b_i=Nv_i\), and \(K\) the symmetric collision matrix. Then

\[
\sigma_{ij}=\int dE\,w(E)\,\Sigma_{ij}(E),\qquad \Sigma_{ij}=2\,b_i^{T}X_j,\qquad KX_j=b_j,
\]
\[
\delta\Sigma_{ij}=2\left[\delta b_i^{T}X_j+X_i^{T}\delta b_j-X_i^{T}\,\delta K\,X_j\right],\qquad \frac{\delta\rho_{ij}}{\rho}=-\frac{\delta\sigma_{ij}}{\sigma}. \tag{1}
\]

Here \(w=-\partial f/\partial E=f(1-f)/kT\), \(f\) is the Fermi function, and the factor 2 counts Kramers partners. Hartree atomic units are used, hole energy counts upward, and tension is positive.

To obtain \(K\), write the disturbed occupation in a force \(F_j\) as \(f_a+w_a\sum_jF_j\varphi_{j,a}\). For a transition rate \(W_{ab}\), the net flow from \(a\) to \(b\) is

\[
(1-f_a)(1-f_b)\left[W_{ab}\frac{f_a}{1-f_a}-W_{ba}\frac{f_b}{1-f_b}\right].
\]

The bracket vanishes in equilibrium. Since \(\delta\ln[f/(1-f)]=\delta f/[f(1-f)]=F\varphi/kT\), the linear flow is \(P_{ab}F(\varphi_a-\varphi_b)\), with \(P_{ab}=f_a(1-f_b)W_{ab}/kT=P_{ba}\). Balancing it against the drift term gives \(w_av_{j,a}=\sum_bP_{ab}(\varphi_{j,a}-\varphi_{j,b})\), and the current gives \(\sigma_{ij}=\sum_a w_av_{i,a}\varphi_{j,a}\) per volume. This is the structure \(b_i^TK^{-1}b_j\). Differentiating \(KK^{-1}=1\) gives \(\delta K^{-1}=-K^{-1}\delta K\,K^{-1}\). The symmetry of \(K\) turns \(b_i^TK^{-1}\) into \(X_i^T\), and (1) follows.

**The bands.** Near the valence top, with the split-off band left out,

\[
H=\left(\tfrac12\gamma_1k^2-a\,\mathrm{tr}\,e\right)1+\sum_{m=1}^5h_m\Gamma_m,
\]

where the \(\Gamma_m\) are anticommuting \(4\times4\) matrices of unit square and \(e\) is the strain tensor. The five components are

\[
h_1=\tfrac{\gamma_2}{2}(k_x^2+k_y^2-2k_z^2)-\tfrac b2(e_{xx}+e_{yy}-2e_{zz}),
\]
\[
h_2=-\tfrac{\sqrt3}{2}\gamma_2(k_x^2-k_y^2)+\tfrac{\sqrt3}{2}b(e_{xx}-e_{yy}),\qquad h_3=\sqrt3\,\gamma_3k_xk_y-d\,e_{xy},
\]

and \(h_4,h_5\) follow from \(h_3\) with the pairs \(xz,yz\). The Luttinger parameters are taken as independent of strain. Write \(\mathbf h=k^2\mathbf D(\mathbf n)+\boldsymbol\delta\), with \(\mathbf n=\mathbf k/k\) and \(\boldsymbol\delta\) the strain part. Anticommutation gives \((\mathbf h\cdot\Gamma)^2=|\mathbf h|^2\), so

\[
E=\tfrac12\gamma_1k^2-a\,\mathrm{tr}\,e+s|\mathbf h|,\qquad s=-1\ (\text{heavy}),\ +1\ (\text{light}).
\]

The projector on a Kramers pair is \(\mathcal P=\frac12(1+s\hat{\mathbf h}\cdot\Gamma)\). The squared overlap, averaged over initial and summed over final partners, is therefore

\[
O_{ab}=\tfrac12\mathrm{Tr}\,\mathcal P_a\mathcal P_b=\tfrac12\left(1+s_as_b\,\hat{\mathbf h}_a\cdot\hat{\mathbf h}_b\right).
\]

**The collision matrix.** Three mechanisms are kept: elastic acoustic scattering with a scalar coupling, dispersionless optical phonons of energy \(\omega\) with shear coupling, and screened ionized impurities in the Born approximation. Phonons stay in equilibrium, and their properties and couplings do not change with strain. From \(d^3k=dE\,d\Omega\,k^2/(\partial E/\partial k)\), a direction cell \(\Delta\Omega_a\) has weight \(N_a=\Delta\Omega_a k^2/[(2\pi)^3\partial E/\partial k]\), and

\[
K_{ab}=\delta_{ab}N_a\Big(\sum_cR_{ac}N_c+\nu_a\Big)-N_aR_{ab}N_b,\qquad R_{ab}=2\pi(U_{ab}+C_{ac})O_{ab},
\]
\[
U_{ab}=n_i\left(\frac{4\pi}{\kappa_d}\right)^2\frac1{(q^2+q_s^2)^2},\qquad q^2=k_a^2+k_b^2-2k_ak_b\,\mathbf n_a\cdot\mathbf n_b .
\]

Here \(n_i=p\) is the impurity density, \(\kappa_d\) the dielectric constant, \(q_s^2=(4\pi/\kappa_d)\partial p/\partial\mu\), and \(C_{ac}=\Xi^2kT/c_l\) is a constant (its subscript means "acoustic", not a pair of states), with coupling \(\Xi\) and elastic modulus \(c_l\).

The optical rate \(\nu_a\) is diagonal for a reason of parity. The Hamiltonian is even in \(\mathbf k\), with or without strain, so \(\mathbf k\) and \(-\mathbf k\) have the same projector, while \(\varphi\) is odd. A phonon coupling independent of \(q\) then gives cancelling in-scattering from the two states. Different energy shells decouple, which is why (1) holds shell by shell. Impurity in-scattering survives, because \(U\) differs for \(\mathbf k\) and \(-\mathbf k\).

Each of the three optical modes couples through one of \(\Gamma_3,\Gamma_4,\Gamma_5\) with strength \(D_o^2/3\). Since \(\Gamma_j\Gamma_m\Gamma_j\) equals \(\Gamma_m\) for \(m=j\) and \(-\Gamma_m\) otherwise, the sum over the three modes multiplies \(\Gamma_{1,2}\) by \(-3\) and \(\Gamma_{3,4,5}\) by \(1-2=-1\). The overlap becomes \(\frac12(1+s_as_b\hat{\mathbf h}_a\cdot M\hat{\mathbf h}_b)\), with \(M=-\mathrm{diag}(1,1,\frac13,\frac13,\frac13)\), and

\[
\nu_a=\pi C_{op}\sum_\pm c_\pm\left[S(E_\pm)+s_a\hat{\mathbf h}_a\cdot M\mathbf V(E_\pm)\right],\quad S=\sum_bN_b,\quad \mathbf V=\sum_bN_bs_b\hat{\mathbf h}_b,
\]

with \(E_\pm=E\pm\omega\) and \(C_{op}=D_o^2/(2\rho_m\omega)\), where \(\rho_m\) is the mass density. For phonon number \(n_q\), \(c_+=n_q[1-f(E_+)]/[1-f(E)]\) and \(c_-=(n_q+1)[1-f(E_-)]/[1-f(E)]\). The term with \(E_-\) is absent for \(E<\omega\).

**The first-order changes.** Energy, direction and band are held fixed as labels, so no energy delta function has to be differentiated. Measure \(E\) from the rigidly shifted edge. Without strain \(E=\alpha k^2\), with \(\alpha=\frac12\gamma_1+s|\mathbf D|\). To first order \(|k^2\mathbf D+\boldsymbol\delta|=k^2|\mathbf D|+\hat{\mathbf D}\cdot\boldsymbol\delta\), so constancy of \(E\) requires \(2\alpha k\,\delta k+s\hat{\mathbf D}\cdot\boldsymbol\delta=0\), or

\[
\kappa\equiv\frac{\delta k}{k}=-\frac{s\,\hat{\mathbf D}\cdot\boldsymbol\delta}{2E},\qquad
\delta\hat{\mathbf h}=\frac{\boldsymbol\delta-\hat{\mathbf D}(\hat{\mathbf D}\cdot\boldsymbol\delta)}{k^2|\mathbf D|}.
\]

The change of \(k\) moves \(\mathbf h\) along \(\mathbf D\) and does not turn it. The radial slope is \(\partial E/\partial k=2k(\frac12\gamma_1+s\hat{\mathbf h}\cdot\mathbf D)\). Its bracket is unchanged because \(\delta\hat{\mathbf h}\perp\mathbf D\). Hence \(N\propto k^2/k=k\), and \(\delta N=\kappa N\).

With \(D_m=\mathbf n\cdot B_m\mathbf n\), where \(B_m\) is a symmetric \(3\times3\) matrix, the gradient of \(E\) gives

\[
\mathbf v=k\Big[\gamma_1\mathbf n+2s\sum_m\hat h_mB_m\mathbf n\Big],\qquad
\delta\mathbf v=\kappa\mathbf v+2sk\sum_m\delta\hat h_m\,B_m\mathbf n,
\]

and \(\delta b_i=\kappa b_i+N\delta v_i\). The last term of \(\delta\mathbf v\) comes from the mixing of heavy and light states. The collision matrix changes through

\[
\delta(q^2)=2\kappa_ak_a^2+2\kappa_bk_b^2-2k_ak_b\,\mathbf n_a\!\cdot\mathbf n_b(\kappa_a+\kappa_b),\qquad \delta U=-\frac{2U\,\delta(q^2)}{q^2+q_s^2},
\]
\[
\delta O_{ab}=\tfrac12s_as_b(\delta\hat{\mathbf h}_a\cdot\hat{\mathbf h}_b+\hat{\mathbf h}_a\cdot\delta\hat{\mathbf h}_b),\qquad \delta R=2\pi[\delta U\,O+(U+C_{ac})\delta O],
\]
\[
\delta K_{ab}=\delta_{ab}N_a\Big[\kappa_a\Big(\sum_cR_{ac}N_c+\nu_a\Big)+\sum_c(\delta R_{ac}+R_{ac}\kappa_c)N_c+\delta\nu_a\Big]-N_aN_b\left[(\kappa_a+\kappa_b)R_{ab}+\delta R_{ab}\right].
\]

Cubic symmetry makes \(\mathbf V=0\) without strain and \(\delta S=0\) under traceless strain, so

\[
\delta\nu_a=\pi C_{op}\sum_\pm c_\pm\,s_a\hat{\mathbf D}_a\cdot M\,\delta\mathbf V(E_\pm),\qquad \delta\mathbf V=\sum_bN_bs_b(\kappa_b\hat{\mathbf D}_b+\delta\hat{\mathbf h}_b).
\]

Since \(N\propto E^{1/2}\) while \(\kappa\) and \(\delta\hat{\mathbf h}\) vary as \(1/E\), \(\delta\mathbf V\propto E^{-1/2}\). This diverges at the emission threshold but is integrable. The expansion also fails where \(k^2|\mathbf D|\lesssim|\boldsymbol\delta|\). That region has volume of order \(|\boldsymbol\delta|^{3/2}\) and squared velocity of order \(|\boldsymbol\delta|\), and optical absorption keeps its lifetime finite. The current it carries is of order \(|\boldsymbol\delta|^{5/2}\). Its states are also final states of phonon emission, and the resulting correction, integrated over energy, vanishes faster than \(|\boldsymbol\delta|\). Neither affects the linear coefficient.

**Fixed density.** A scalar cannot change linearly with a traceless strain in a cubic crystal, so shear leaves the density of states, \(\mu\) and \(q_s\) unchanged to first order. A volume strain moves every hole energy by \(-a\,\mathrm{tr}\,e\). Keeping \(p\) requires \(\delta\mu=-a\,\mathrm{tr}\,e\), after which every occupation and rate is the same function of energy above the edge. The hydrostatic response therefore vanishes in this model. The trace of \(\delta\sigma\) is also a scalar, so uniaxial stress gives \(\pi_{11}+2\pi_{12}=0\). "Fixed density" means per present volume; changes in the shape of the resistor are not included.

For a shear stress \(\tau_{xy}\), \(e_{xy}=\tau_{xy}/(2C_{44})\) and \(\pi_{44}=-\delta\sigma_{xy}/(\sigma\tau_{xy})\). Uniaxial stress \(T\) along [110] has \(\tau_{xx}=\tau_{yy}=\tau_{xy}=T/2\). Projecting \(\delta\rho\) on [110] and on \([1\bar10]\) gives

\[
\pi_L=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44}),\qquad \pi_T=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44}).
\]

**Two limits.** For a constant rate \(\nu\), \(K=N\nu\) is diagonal and \(X_j=v_j/\nu\). Of the three terms \(\kappa Nv_iv_j\) in (1), two are positive and one negative, leaving

\[
\delta\Sigma_{ij}=\frac2\nu\sum_aN_a(\kappa v_iv_j+\delta v_iv_j+v_i\delta v_j)_a .
\]

Here \(\Sigma\propto E^{3/2}\) and \(\delta\Sigma\propto E^{1/2}\). If the lifetime is instead a fixed function \(E^r\), common to all states, both gain that factor. For nondegenerate holes the thermal ratio is then

\[
\frac{\int dE\,e^{-E/kT}E^{r+1/2}}{\int dE\,e^{-E/kT}E^{r+3/2}}=\frac1{(r+\frac32)kT}.
\]

Lifetimes that fall with energy, as for acoustic phonons (\(r=-\frac12\)), weight the slow, easily perturbed holes and raise the coefficient. Lifetimes that rise with energy lower it.

The second limit is strong hole–hole scattering, which (1) omits. Such collisions conserve total crystal momentum and force \(\varphi_j=\sum_lk_lc_{lj}\). Let \(Y_i\) be the vector of values \(k_i\) on a shell. Since \(wv_i=-\partial f/\partial k_i\), integration by parts gives \(2\int dE\,w\,b_i^TY_j=p\,\delta_{ij}\). Contracting the Boltzmann equation with \(Y_i\) removes the hole–hole term and leaves \(Gc=p\), where \(G_{ij}=2\int dE\,w\,Y_i^TKY_j\). The current is \(\sigma=pc=p^2G^{-1}\), so \(\rho=G/p^2\) and

\[
\pi_{44}^{hh}=\frac{\delta G_{xy}}{G_{xx}\tau_{xy}},\qquad \delta G_{ij}=2\!\int\! dE\,w\left[(\kappa Y_i)^TKY_j+Y_i^TK(\kappa Y_j)+Y_i^T\delta K\,Y_j\right].
\]

**A germanium-like piezoresistor.** Take \(p=10^{18}\ \mathrm{cm^{-3}}\) at 300 K, with the rough parameters listed in the numerical output. Formula (1) was tested on the 60 meV shell against explicit spin-3/2 matrices, strained by about \(\pm2\times10^{-5}\), with a collision matrix on the full sphere. The largest difference between the two derivative tensors is \(1.7\times10^{-6}\) of the largest component.

The shear energy per stress is \(|d|/(2C_{44})=5/134\ \mathrm{eV/GPa}=37\ \mathrm{meV/GPa}\). Divided by \(kT=25.85\) meV, it sets a scale of \(144\times10^{-11}\ \mathrm{Pa^{-1}}\). The full four-band calculation gives a mobility of \(879\ \mathrm{cm^2/Vs}\) and

\[
\pi_{44}=41\times10^{-11}\ \mathrm{Pa^{-1}}=0.41\ \mathrm{GPa^{-1}},
\]

which is 0.28 of that scale. Between angular meshes of 12 and 20 polar points the mobility moves by about 3 units, \(\pi_{44}\) by about 0.1 and \(\pi_{11}\) by about 0.1 (in \(10^{-11}\ \mathrm{Pa^{-1}}\)), so the last digits quoted are uncertain by that much. In units of \(10^{-11}\ \mathrm{Pa^{-1}}\), \(\pi_{11}=1.4\) and \(\pi_{12}=-0.7\), so \(\pi_L=(1.4-0.7+41.1)/2=20.9\). A tension of 10 MPa along [110] raises the resistivity for current along [110] by \(20.9\times10^{-11}\times10^7=0.21\%\). The smallness of \(\pi_{11}\) is not due to a weak perturbation: \(|b|/(C_{11}-C_{12})=2.5/80\) eV/GPa is 31 meV/GPa, close to the shear value. It is the small remainder of a band part near 9 and a collision part near \(-8\), in the sense defined below, so its size and even its sign depend on details of the model: without impurities the same model gives \(\pi_{11}\approx-15\).

The Fermi level matters. For 1 GPa, \(\mathrm{tr}\,e=1/(C_{11}+2C_{12})=1/230\), and \(\delta\mu=-1.2/230\) eV \(=-5.2\) meV. Holding \(\mu\) instead would let the density rise and, at unchanged mobility, add a false \(-19\times10^{-11}\ \mathrm{Pa^{-1}}\) to both \(\pi_{11}\) and \(\pi_{12}\), far more than their true values here.

To separate bands from collisions, write \(K=N\Gamma\), with \(N\) diagonal and \(\Gamma\) the rate operator. Then \(\delta K=\kappa N\Gamma+N\delta\Gamma\), and the part of (1) containing \(\delta\Gamma\) is the collision part. It contributes 0.4 of the 41.1, and the band part 40.7. This small net value does not make the collision operator unimportant: a constant rate gives 48, and removing the impurities at the same density gives 71. The unstrained operator fixes which holes carry the current, and the power-law estimate above gives the direction of the impurity effect. The acoustic, optical and impurity terms in the collision part of \(\pi_{44}\) are about \(+1.2\), \(-0.7\) and \(-0.1\) to \(-0.2\) in these units, the last depending on the angular mesh. They partly cancel, but each is small against 41. The division also depends on the labels held fixed; the sum does not.

Lightly doped p-type germanium at room temperature has a measured \(\pi_{44}\) of roughly \(100\times10^{-11}\ \mathrm{Pa^{-1}}\) and a mobility a little below \(2000\ \mathrm{cm^2/Vs}\). The model without impurities gives 71 and 1799 at the density used here, and about 78 and 1870 in the limit of low density, so it has the right size but too small a coefficient. Its phonon couplings, 11 eV and \(1.3\times10^9\) eV/cm, are on the high side and stand in for omitted modes. Real holes also scatter from one another: the strong-scattering limit moves \(\pi_{44}\) from 41 to 47 and the mobility from 879 to 638. Replacing the scalar acoustic coupling by a shear-type one gives 39. The largest omission is the split-off band. The mean hole energy is only 0.14 of the split-off energy, but this ratio understates the error: strain mixes split-off states into the heavy and light ones and so changes their masses. At constant rate, including that band raises \(\pi_{44}\) from 48 to about 84. The value 41 therefore illustrates the four-band model and is not a prediction for germanium. Collision broadening is \(0.23\,kT\), which limits the accuracy of the Boltzmann picture itself. The Born approximation is also outside its safe range for heavy holes: at thermal energy \(e^2/(\kappa_d\hbar v)\approx0.6\), and the screening length is about twice their effective Bohr radius. The size of the impurity effect, from 71 to 41, is therefore only indicative.

At 100 MPa of shear the bands at \(k=0\) split by 7.5 meV, and the linear signal is 4.1%. At constant rate and fixed Fermi level, the second-order change of \(\sigma_{xx}\) per hole is 0.08%. Other components deviate more: at constant rate \(\sigma_{zz}\) changes by about \(-0.3\%\), so at this stress linearity should be trusted only to within about a tenth of the signal. It fails when the splitting approaches the larger of \(kT\) and the Fermi energy. Cooling therefore lowers the usable stress only until the holes become degenerate, here with a Fermi energy near 10 meV. The four-band model fails sooner in silicon, whose split-off energy, roughly 44 meV, is close to the mean hole energy found here.

## Numbers as computed

```
temperature 300 K; density 1.0e+18 cm^-3
Luttinger g1, g2, g3: 13.4, 4.2, 5.7
a, b, d: 1.2, -2.5, -5.0 eV
C11, C12, C44: 130.0, 50.0, 67.0 GPa
dielectric constant 16.0
acoustic coupling 11.0 eV
acoustic modulus 155.0 GPa
optical coupling 1.30e+09 eV/cm
optical phonon 37.0 meV
mass density 5300 kg/m^3
kT 25.85 meV
hole Fermi level from band edge -41.23 meV
screening length 4.94 nm
test, shell derivative: relative error 1.7e-06
test, thermal derivative: relative error 1.7e-03
Fermi shift, direct -5.217 meV/GPa
Fermi shift, formula -5.217 meV/GPa
mobility 879 cm2/Vs
conductivity mass 0.221 electron masses
Piezoresistance coefficients in 1e-11 per Pa:
pi11 1.36
pi12 -0.68
pi44 41.1
pi44, band part 40.7
pi44, collision part 0.4
pi44, constant rate 47.7
pi44, coarser angular grid 41.1
[110] longitudinal 20.9
[110] transverse -20.2
false hydrostatic term at fixed Fermi level -18.9
[110] tension 10 MPa: resistivity change 0.209 %
Sizes of neglected or uncertain effects:
strong hole-hole limit: mobility 638 cm2/Vs
strong hole-hole limit: pi44 47.2 e-11/Pa
shear-type acoustic coupling: pi44 39.2 e-11/Pa
no impurity scattering: mobility 1799 cm2/Vs
no impurity scattering: pi44 71.3 e-11/Pa
band splitting at 100 MPa shear 7.46 meV
linear xy signal at 100 MPa 4.11 %
second-order xx change at 100 MPa, constant rate 0.08 %
split-off energy 0.29 eV
mean hole energy 40.1 meV
mean hole energy / split-off 0.138
effective relaxation time 110.5 fs
collision broadening / kT 0.230
```
